\section*{Why restricted Hartree-Fock H2 dissociates 5/16 hartree too high}

Suppose the binding energy of H$_2$ is taken from a restricted Hartree-Fock curve by subtracting the energy at the minimum from the limit that the curve approaches at infinite separation. With a single hydrogen $1s$ function on each atom, the result is about 8.5 eV larger than the one obtained with two hydrogen atoms as the reference, because the curve does not end at their energy. The curve is also still rising at 20 bohr, as if neutral atoms attracted each other with a force falling off as $1/R^2$. Both faults have one source, and both can be calculated.

Two protons are held a distance $R$ apart. In Hartree atomic units the Hamiltonian is
\begin{equation}
H=h(1)+h(2)+\frac1{r_{12}}+\frac1R,\qquad
h=-\tfrac12\nabla^2-\frac1{r_a}-\frac1{r_b},
\end{equation}
where $r_a$ and $r_b$ are the distances of an electron from the two protons. The basis consists of $a=e^{-r_a}/\sqrt\pi$ and $b=e^{-r_b}/\sqrt\pi$, the exact ground-state functions of the separate atoms. Their exponent is kept at 1 for all $R$. The correct dissociation limit is then $-1$ hartree, and this basis can represent it.

Restricted Hartree-Fock places both electrons, with opposite spins, in one spatial orbital. Take the symmetric one,
\begin{equation}
g=\frac{a+b}{\sqrt{2+2S}},\qquad S=\langle a|b\rangle ,
\end{equation}
so that the spatial wavefunction is $g(1)g(2)$. The singlet spin factor drops out because $H$ contains no spin. The claim is that at large $R$
\begin{equation}
E=-1+\frac5{16}-\frac1{2R}+d(R),\qquad
d(R)=-\frac5{24}R^2e^{-R}\left[1+O(1/R)\right].
\label{claim}
\end{equation}

The energy is $E=2\langle g|h|g\rangle+(gg|gg)+1/R$, where $(ij|kl)$ is the Coulomb repulsion between the charge distributions $ij$ and $kl$. By symmetry $h_{aa}=h_{bb}$, so $\langle g|h|g\rangle=(h_{aa}+h_{ab})/(1+S)$. For the repulsion, insert $g^2=(a^2+b^2+2ab)/(2+2S)$ twice. The product contains $(aa|aa)$ and $(bb|bb)$ once each, $(aa|bb)$ twice, $(ab|ab)$ four times, and $(aa|ab)$ and $(bb|ab)$ four times each. Symmetry merges these into
\begin{equation}
E=\frac{2(h_{aa}+h_{ab})}{1+S}
+\frac{(aa|aa)+(aa|bb)+2(ab|ab)+4(aa|ab)}{2(1+S)^2}+\frac1R .
\label{energy}
\end{equation}

Integrals over $ab=e^{-(r_a+r_b)}/\pi$ are simple in the coordinates $\xi=(r_a+r_b)/R$ and $\eta=(r_a-r_b)/R$, with volume element $(R^3/8)(\xi^2-\eta^2)\,d\xi\,d\eta\,d\varphi$, $\xi\ge1$ and $-1\le\eta\le1$. The angle $\varphi$ gives $2\pi$. Hence
\begin{align}
S&=\frac{R^3}{4}\int_1^\infty e^{-R\xi}\left(2\xi^2-\tfrac23\right)d\xi\nonumber\\
&=\frac{R^3e^{-R}}4\left(\frac2R+\frac4{R^2}+\frac4{R^3}-\frac2{3R}\right)
=e^{-R}\left(1+R+\frac{R^2}3\right).
\end{align}
With $1/r_a=2/[R(\xi+\eta)]$, the factor $\xi^2-\eta^2$ reduces to $\xi-\eta$, and
\begin{equation}
K\equiv\left\langle a\left|\frac1{r_a}\right|b\right\rangle
=\frac{R^2}{2}\int_1^\infty 2\xi e^{-R\xi}\,d\xi=(1+R)e^{-R}.
\end{equation}

The electrostatic potential of the cloud $a^2$ at distance $r$ from its centre has a part from the charge inside $r$ and a part from the shells outside:
\begin{align}
V(r)&=\frac1r\int_0^r4s^2e^{-2s}ds+\int_r^\infty4s\,e^{-2s}ds\nonumber\\
&=\frac{1-e^{-2r}(1+2r+2r^2)}r+e^{-2r}(1+2r)
=\frac1r-e^{-2r}\left(1+\frac1r\right).
\label{pot}
\end{align}
At the other proton this gives $J\equiv\langle a|1/r_b|a\rangle=V(R)$, which is $1/R$ up to exponentially small terms. Since $(-\frac12\nabla^2-1/r_a)a=-\frac12a$, and likewise for $b$,
\begin{equation}
h_{aa}=-\tfrac12-J,\qquad h_{ab}=-\tfrac12S-K .
\end{equation}

The repulsion of two electrons in the same atomic orbital is
\begin{align}
(aa|aa)&=\int_0^\infty4r^2e^{-2r}V(r)\,dr\nonumber\\
&=4\int_0^\infty\left(re^{-2r}-r^2e^{-4r}-re^{-4r}\right)dr
=4\left(\frac14-\frac1{32}-\frac1{16}\right)=\frac58 .
\end{align}
For electrons on different atoms, integrate $b^2V(r_a)$. The $1/r_a$ part of $V$ gives $J$. The rest contains $b^2e^{-2r_a}=e^{-2(r_a+r_b)}/\pi$, which is the density $ab$ with all lengths halved. Changing variables to doubled lengths brings a factor $1/8$ from the volume and a factor 2 from $1/r_a$, so
\begin{equation}
(aa|bb)=J(R)-\tfrac18S(2R)-\tfrac14K(2R)=\frac1R+O(R^2e^{-2R}).
\end{equation}

Bounds suffice for the last two integrals. Equation (\ref{pot}) shows $V(r_a)<1/r_a$, hence $0<(aa|ab)<K$. For $(ab|ab)$, the triangle inequality $r_a+r_b\ge R$ gives $ab\le e^{-R}/\pi$. The potential of the density $ab$ at any point is therefore at most $2e^{-R}$ from charge within unit distance, since $\int_{s<1}d^3s/s=2\pi$, plus at most $S$ from charge farther away. Integrating this potential over $ab$ gives $0<(ab|ab)\le S(S+2e^{-R})$, which is of order $R^4e^{-2R}$.

Now expand (\ref{energy}) to first order in $e^{-R}$, dropping terms of order $R^4e^{-2R}$. The one-electron part is
\begin{equation}
\frac{-1-2J-S-2K}{1+S}=-1-\frac{2(J+K)}{1+S}
\simeq-1-\frac2R+\frac{2S}R-2K ,
\end{equation}
and the electron repulsion is
\begin{equation}
\frac12\left(\frac58+\frac1R\right)(1-2S)+2(aa|ab).
\end{equation}
Adding the nuclear repulsion $1/R$, the terms without an exponential are
\begin{equation}
-1-\frac2R+\frac5{16}+\frac1{2R}+\frac1R=-\frac{11}{16}-\frac1{2R},
\end{equation}
and the others are
\begin{equation}
d\simeq-\frac58S+\frac SR-2K+2(aa|ab).
\label{d}
\end{equation}
The last three terms are of order $Re^{-R}$. The first alone reaches order $R^2e^{-R}$, with coefficient $-\frac58\cdot\frac13=-\frac5{24}$. This proves (\ref{claim}) for the orbital $g$.

It remains to see that $g$ is the orbital that Hartree-Fock selects. A general real orbital in this basis is $\phi=g\cos t+u\sin t$, with $u=(a-b)/\sqrt{2-2S}$. Without exponentially small terms, $\phi$ has weight $p=\frac12(1+\sin2t)$ on $a$ and $1-p$ on $b$, so $2p(1-p)=\frac12\cos^22t$. The one-electron energy is $-1-2/R$ for every $t$, and the repulsion is $\frac58[p^2+(1-p)^2]+2p(1-p)/R$. Since $p^2+(1-p)^2=1-2p(1-p)$, the total is
\begin{equation}
E(t)\simeq-\frac38-\frac1R-\frac12\cos^2(2t)\left(\frac58-\frac1R\right).
\end{equation}
At large $R$ the bracket is positive, and the minima lie at $t=0$ and $t=\pi/2$, where $\phi$ is $g$ or $u$. Exchanging the protons turns $t$ into $-t$, so $E(t)$ is even and the omitted terms cannot shift the minimum at $t=0$; the same holds about $t=\pi/2$. They do decide between the two. Replacing $b$ by $-b$ reverses the signs of $S$, $K$ and $(aa|ab)$, hence of (\ref{d}), so $u$ lies higher by $\frac5{12}R^2e^{-R}$ to leading order. The minimum is $g$.

The cause of the error appears when the product is multiplied out:
\begin{equation}
g(1)g(2)=\frac{[a(1)b(2)+b(1)a(2)]+[a(1)a(2)+b(1)b(2)]}{2(1+S)} .
\end{equation}
The first bracket is covalent, with one electron on each atom. The second is ionic, an equal superposition of H$^-$H$^+$ and H$^+$H$^-$. Each bracket has squared norm $2+2S^2$. Call the normalized functions $C$ and $I$. Then $g(1)g(2)$ is proportional to $C+I$ at every $R$: a single doubly occupied $g$ has no parameter with which to change the proportion. The overlap of the brackets is a sum of four terms, each equal to $S$, so $S_{CI}=2S/(1+S^2)$ and
\begin{equation}
E=\frac{H_{CC}+H_{II}+2H_{CI}}{2+2S_{CI}} .
\label{avg}
\end{equation}

In $H_{CC}$ and $H_{II}$ the cross terms, $\langle ab|H|ba\rangle$ and $\langle aa|H|bb\rangle$, both equal $2Sh_{ab}+(ab|ab)+S^2/R$, which is of second order in $e^{-R}$. What survives at large $R$ is
\begin{align}
H_{CC}&\to2h_{aa}+(aa|bb)+\frac1R\to-1-\frac2R+\frac1R+\frac1R=-1,\\
H_{II}&\to2h_{aa}+(aa|aa)+\frac1R\to-1-\frac2R+\frac58+\frac1R=-\frac38-\frac1R .
\end{align}
The coupling consists of four equal terms divided by $2+2S^2$,
\begin{equation}
H_{CI}=\frac{2}{1+S^2}\left[Sh_{aa}+h_{ab}+(aa|ab)+\frac SR\right],
\end{equation}
and vanishes exponentially. So (\ref{avg}) becomes the plain average of two energies,
\begin{equation}
E\to\frac12(-1)+\frac12\left(-\frac38-\frac1R\right)=-\frac{11}{16}-\frac1{2R}.
\end{equation}
The covalent half describes two neutral atoms and has no $1/R$ term. The ionic half costs $\frac58$, the repulsion of two electrons crowded into one $1s$ orbital, and contributes the attraction $-1/R$ of two unit charges. Half of each is the error in the limit and the tail. The $\frac58$ is a value of this basis, not of the real ion pair: here H$^-$ has energy $-\frac38$, above the neutral atom at $-\frac12$, whereas the real anion is bound.

The phrase ``half ionic'' needs some care at finite $R$, where $C$ and $I$ overlap. A statement that does not depend on this division uses the plane midway between the protons. The density $g^2$ is symmetric about it and the electrons are independent, so both are on the same side with probability $\frac14+\frac14=\frac12$, at every $R$. For $C$ the result is different. Let $q$ be the probability that an electron in $a$ is beyond the plane. With $\rho\,d\rho=r\,dr$ at fixed height $z$,
\begin{equation}
q=\int_{R/2}^\infty dz\,2\int_z^\infty re^{-2r}dr
=\int_{R/2}^\infty\left(z+\tfrac12\right)e^{-2z}dz=e^{-R}\left(\frac R4+\frac12\right).
\end{equation}
On the side of $a$ the integrals of $a^2$, $b^2$ and $ab$ are $1-q$, $q$ and $S/2$. Squaring the covalent bracket, integrating both electrons over that side, dividing by $2+2S^2$ and doubling for the other side gives
\begin{equation}
P_C=\frac{2\left[q(1-q)+S^2/4\right]}{1+S^2},
\end{equation}
which tends to zero. Electrons in separated atoms avoid sharing a side; two independent electrons in $g$ cannot.

As an example take $R=8$ bohr. The integrals were evaluated with $e^{-r}$ represented by a fixed sum of 29 Gaussians, accurate to about $10^{-6}$ hartree in the energies. They are $S=0.010176$ and, in hartree, $h_{aa}=-0.625000$, $h_{ab}=-0.008107$, $(aa|aa)=0.625000$, $(aa|bb)=0.124998$, $(aa|ab)=0.002739$ and $(ab|ab)=0.000033$. Equation (\ref{energy}) gives
\begin{align}
E&=\frac{2(-0.633107)}{1.010176}
+\frac{0.749998+0.000066+0.010956}{2(1.010176)^2}+0.125\nonumber\\
&=-1.25346+0.37288+0.12500=-0.75558 .
\end{align}
The law $-\frac{11}{16}-\frac1{2R}$ gives $-0.75000$, so $d=-0.00558$. The leading term $-\frac5{24}R^2e^{-R}$ is $-0.00447$. The full first-order expression (\ref{d}), with $K=-h_{ab}-S/2=0.003019$, is
\begin{equation}
-0.00636+0.00127-0.00604+0.00548=-0.00565 ,
\end{equation}
which is within 0.0001 hartree of $d$. The leading term alone falls short because it omits the lower powers of $R$ that multiply $e^{-R}$.

The energies in hartree at several distances in bohr are as follows. The last column is explained below.
\begin{center}
\begin{tabular}{rccccc}
\hline
$R$ & $E$ & $-\frac{11}{16}-\frac1{2R}$ & $H_{CC}$ & $H_{II}$ & mixed\\
\hline
2 & $-1.0808$ & $-0.9375$ & $-1.1036$ & $-0.9555$ & $-1.1084$\\
4 & $-0.8954$ & $-0.8125$ & $-1.0113$ & $-0.6469$ & $-1.0128$\\
8 & $-0.7556$ & $-0.7500$ & $-1.0000$ & $-0.5001$ & $-1.0000$\\
12 & $-0.7294$ & $-0.7292$ & $-1.0000$ & $-0.4583$ & $-1.0000$\\
20 & $-0.7125$ & $-0.7125$ & $-1.0000$ & $-0.4250$ & $-1.0000$\\
\hline
\end{tabular}
\end{center}
At 2 and 4 bohr the law misses by 0.14 and 0.08 hartree, since the exponential terms are not small there. At 20 bohr it holds to the digits shown, yet the energy is still 0.025 hartree below its limit. A calculation stopped there has not reached the plateau. The limiting error, $5/16=0.3125$ hartree, is 8.50 eV relative to two hydrogen atoms.

Unrestricted Hartree-Fock, with different orbitals for the two spins, also reaches $-1$ in this basis, but its wavefunction is no longer a pure singlet. A remedy that keeps the singlet is to let the proportion vary, taking $c_CC+c_II$ with free coefficients. Minimizing the energy $\mathcal E$ gives two linear equations, of which the second is
\begin{equation}
(H_{CI}-\mathcal E S_{CI})c_C+(H_{II}-\mathcal E)c_I=0 .
\end{equation}
As $H_{CI}$ and $S_{CI}$ vanish, the lower root tends to $-1$ and $c_I/c_C$ tends to zero. At 8 bohr, $H_{CI}=-0.02091$, $S_{CI}=0.02035$, $H_{II}=-0.50007$ and $\mathcal E=-1.00002$, so
\begin{equation}
\frac{c_I}{c_C}=-\frac{-0.02091+0.02035}{-0.50007+1.00002}\approx0.0011 ,
\end{equation}
where restricted Hartree-Fock imposes 1. The same-side probability falls from 0.5 to 0.0018. At 2 bohr the ratio is 0.18: some admixture of $I$ lowers the energy near the bond, less than the single orbital prescribes. There $S_{CI}=0.87$, so the ratio depends on the division into $C$ and $I$; the same-side probability, which does not, is 0.36 in place of 0.5.

The number $\frac5{16}$ belongs to the fixed exponent. Let both functions be $\zeta^{3/2}e^{-\zeta r}/\sqrt\pi$. For $\zeta=1$ the atomic kinetic energy is $\frac12$ and the nuclear attraction $-1$; shrinking all lengths by $\zeta$ multiplies the first by $\zeta^2$ and the second, like the repulsion $\frac58$, by $\zeta$. Distant clouds still act as point charges, so the $1/R$ terms are unchanged, and up to exponentially small terms
\begin{equation}
E=\zeta^2-2\zeta+\frac5{16}\zeta-\frac1{2R}
=\left(\zeta-\frac{27}{32}\right)^2-\left(\frac{27}{32}\right)^2-\frac1{2R}.
\end{equation}
The best exponent at large $R$ is $27/32$: the orbital swells to ease the repulsion in the ionic half, at the expense of the covalent half. The limit falls to $-0.7119$ hartree, still 0.288 above two atoms, and the tail $-1/(2R)$ is the same. A better exponent reduces the cost of the ionic half without removing it. A large basis changes little beyond this: with aug-cc-pVTZ or aug-cc-pVQZ the restricted Hartree-Fock limit, extrapolated from 20 and 30 bohr, is about $-0.715$ hartree, an error of about 7.7 eV in place of 8.5 eV, and the coefficient of $1/R$ remains $-0.50$.
